# The one-third-voltage write scheme for a crossbar: proof and limits

**Question**

I am studying a crossbar of resistive memory cells: horizontal word lines, vertical bit lines, and one two-terminal cell at each crossing. To write one cell, its word line is put at \(V\) and its bit line at 0. My notes then put all other word lines at \(V/3\) and all other bit lines at \(2V/3\), and claim that no unselected cell gets more than one third of the selected cell's voltage.

I can subtract two potentials, but I don't see why that settles it. The cells form a big resistor network full of sneak paths, and their resistances depend on the stored data. Shouldn't the voltages depend on the data too? Why one third, and not a cleverer choice that gives one quarter? And does the claim survive in a real array, where the wires have resistance?

**Answer**

The subtraction does settle it, provided that each line is an equipotential held at its set value. One third is then also the best that any choice of fixed line potentials can do. With resistive wires the claim needs correcting.

**Why the stored data drop out**

Call the word-line potentials \(w_i\) and the bit-line potentials \(b_j\), and define the voltage on cell \((i,j)\) as

\[ v_{ij}=w_i-b_j . \]

Let the selected word line and bit line both carry the label \(s\). If ideal drivers hold every line and the wires have no resistance, both terminals of every cell are at known potentials. The cell's resistance decides how much current the drivers must supply, but not the voltage. This holds for nonlinear cells as well, since no current-voltage law has been used.

Your worry is justified if the unselected lines are left floating. Take a 2 by 2 array. Besides the selected cell, there is one path from the selected word line to the selected bit line, through the three other cells in series. For ohmic cells with resistances \(R_1,R_2,R_3\), the voltage on cell \(k\) is

\[ v_k=V\,\frac{R_k}{R_1+R_2+R_3}. \]

Equal resistances give \(V/3\) each, but if one resistance is much larger than the other two, that cell takes nearly all of \(V\). The one-third scheme enforces the equal division whatever the resistances are.

**The four classes of cell**

Each cell either shares the selected word line or does not, and likewise for the bit line:

- selected cell: \(v_{ss}=V-0=V\)
- selected word line, other bit line: \(v_{sj}=V-\tfrac{2}{3}V=+\tfrac13V\)
- other word line, selected bit line: \(v_{is}=\tfrac13V-0=+\tfrac13V\)
- neither line selected: \(v_{ij}=\tfrac13V-\tfrac23V=-\tfrac13V\)

So every unselected cell has magnitude \(|V|/3\). The last class has the opposite polarity, which is why the claim must be about magnitudes. Reversing the sign of \(V\) reverses every cell voltage and changes no magnitude.

**Why not one quarter?**

Suppose the array has at least two word lines and two bit lines, and let all line potentials be free apart from the requirement \(w_s-b_s=V\). Pick any unselected word line \(i\) and any unselected bit line \(j\). Adding and subtracting \(b_j\) and \(w_i\) gives

\[ V=w_s-b_s=(w_s-b_j)+(b_j-w_i)+(w_i-b_s)=v_{sj}-v_{ij}+v_{is}. \]

Three unselected cells therefore share the full voltage. If \(M\) is the largest voltage magnitude on any unselected cell, the triangle inequality gives

\[ |V|\le |v_{sj}|+|v_{ij}|+|v_{is}|\le 3M, \qquad\text{so}\qquad M\ge \frac{|V|}{3}. \]

The scheme reaches this bound, so it is optimal. It is also the unique optimum, up to a common shift of all potentials. To see this, take \(V>0\) and \(M=V/3\). The three terms \(v_{sj}\), \(-v_{ij}\) and \(v_{is}\) are each at most \(V/3\) and add up to \(V\), so each must equal \(V/3\). With \(b_s=0\) and \(w_s=V\), the first term gives \(b_j=V-V/3=2V/3\), and the third gives \(w_i=V/3\). This holds for every \(i\) and \(j\). For \(V<0\), reverse all signs.

A numerical minimisation of \(M\) for a 4 by 5 array at \(V=1.5\) V, with all unselected line potentials free, gives 0.5000 V, as it should.

The condition on the array size matters. With a single word line there is no three-cell path: put every other bit line at \(V\), and the unselected cells have zero voltage.

**What the bound does for writing**

Consider a model cell that switches when its voltage magnitude exceeds a sharp threshold \(V_t\), the same for both polarities. A write succeeds without disturbing other cells if \(V>V_t\) and \(V/3<V_t\), that is,

\[ V_t<V<3V_t . \]

The half-voltage scheme puts all unselected lines at \(V/2\). Cells sharing one selected line then have \(V/2\), the rest have zero, and the window is the narrower \(V_t<V<2V_t\).

For ohmic cells, the wider window costs power except in very small arrays. Take an \(N\) by \(N\) array of equal ohmic cells \(R\). The number of unselected cells at magnitude \(V/3\) is

\[ 2(N-1)+(N-1)^2=(N-1)(N+1)=N^2-1 . \]

Each dissipates \((V/3)^2/R=V^2/(9R)\), so with the selected cell included

\[ P_{1/3}=\frac{V^2}{R}\left[1+\frac{N^2-1}{9}\right]. \]

In the half-voltage scheme, \(2(N-1)\) cells each dissipate \(V^2/(4R)\), and

\[ P_{1/2}=\frac{V^2}{R}\left[1+\frac{N-1}{2}\right]. \]

The first is larger when \((N+1)/9>1/2\), that is, for \(N\ge4\). For large \(N\) the first grows as \(N^2\) and the second as \(N\).

Now take numbers: \(N=64\), \(V=1.5\) V, and all cells at \(R=50\) kΩ. Then \(V^2/R=45\) µW, and

\[ P_{1/3}=45\ \text{µW}\times\left(1+\frac{4095}{9}\right)=45\ \text{µW}\times456=20.5\ \text{mW}, \]

\[ P_{1/2}=45\ \text{µW}\times\left(1+\frac{63}{2}\right)=45\ \text{µW}\times32.5=1.46\ \text{mW}. \]

At the same \(V\) and \(R\), lowering the worst unselected voltage from 0.75 V to 0.50 V costs 14 times the power. This factor belongs to ohmic cells. Strongly nonlinear cells, or cells with a selector, draw far less current at \(V/3\) than at \(V/2\). With \(I\propto\sinh(v/V_0)\) and \(V_0=0.15\) V, the one-third scheme becomes the costlier one only from \(N=15\), and the factor at \(N=64\) is 1.9.

**What wire resistance changes**

The potential now varies along each line, and Kirchhoff's equations must be solved at every crossing. If the drivers have no resistance either, the ideal result is recovered as the wire resistance goes to zero. In a 12 by 12 array at \(\pm1.5\) V, with random cell resistances between 50 kΩ and 1 MΩ, wire segments of 0.01 Ω moved the cell-voltage magnitudes from their ideal values by at most 5.4 µV. Doubling the segment resistance doubled the largest deviation to within 1%, as expected of a first-order effect.

Now use the 64 by 64 array with 2 Ω per segment. Word lines are driven at column 1, bit lines at row 1, and the selected cell is in the far corner, row 64 and column 64. Each driver connects through one segment and has no resistance of its own. The solution gives 1.412 V on the selected cell and at most 0.535 V on an unselected one. The ratio is

\[ \frac{0.535}{1.412}=0.379, \]

which is above one third for two reasons: the selected cell has lost voltage, and the worst unselected cell has gained some.

The gain can be traced. The worst cell on the selected word line is at column 1, next to the word-line driver but at the far end of its bit line. To first order, use the ideal cell currents. A voltage of 0.5 V across 50 kΩ drives 10 µA, and the selected cell carries 30 µA. The selected word line supplies \(30+63\times10=660\) µA, which lowers its first node by \(660\ \text{µA}\times2\ \Omega=1.3\) mV.

The bit line feeds 10 µA to each of the 63 unselected word lines and receives 10 µA from the selected one at row 64. The current for row \(k\) passes through \(k\) segments, so the potential at row 64 drops by

\[ 2\ \Omega\times10\ \text{µA}\times\left(\sum_{k=1}^{63}k-64\right)=20\ \text{µV}\times(2016-64)=39\ \text{mV}. \]

The full solution puts the two nodes at 1.4987 V and 0.9636 V, which are drops of 1.3 mV and 36.4 mV. The cell voltage is therefore

\[ 500-1.3+36.4=535.1\ \text{mV}. \]

The estimate of 39 mV is slightly high because it keeps the ideal currents. In fact the bit line's own sag reduces the voltage on the cells it feeds, and hence their current. This accounts for about 2.5 mV of the 2.65 mV difference. The slight rise of the unselected word lines at column 1 and the larger current through the cell at row 64 add about 0.1 mV each.

Drivers with 100 Ω each lower the selected-cell voltage further, to 1.290 V. The largest unselected voltage is 0.512 V, smaller than before because the drivers lower the word-line node of the worst cell by 63 mV and its bit-line node by only 41 mV, but the ratio rises to 0.397. To restore 1.5 V on the selected cell of this linear network, all drives must be scaled up together by \(1.5/1.290\). The write voltage becomes 1.74 V, and the worst unselected cell then has

\[ 0.397\times1.5\ \text{V}=0.596\ \text{V}. \]

**What happens while the lines are switched**

The static result says nothing about the moments before all lines have settled. Start with every line at 0 and switch three groups abruptly, one after another: the selected word line, the other word lines, and the other bit lines.

If the selected word line rises before the other bit lines, the cells between them briefly see the full \(V\). If the other bit lines rise first, those same cells see \(0-2V/3=-2V/3\). No other unselected cell exceeds \(2V/3\) in any order, so the peak is 1.0 V in the best orders and 1.5 V in the worst.

The cure, for ideal lines, is to ramp all potentials in proportion. If each is \(\lambda\) times its final value, with \(0\le\lambda\le1\), each cell voltage is also \(\lambda\) times its final value, and no unselected magnitude exceeds \(|V|/3\).

**Is one third small enough?**

A sharp threshold is an idealisation. Suppose instead that the switching time depends exponentially on voltage, alike for both polarities:

\[ t(v)=t_p\,10^{(V-|v|)/S}, \]

with \(V=1.5\) V, \(t_p=100\) ns and an assumed \(S=0.15\) V per decade. At one third of the write voltage,

\[ t(0.5\ \text{V})=100\ \text{ns}\times10^{1.0/0.15}=0.46\ \text{s}. \]

That is long compared with one pulse, but the pulses add up. Write every other cell once with the same positive polarity. A given cell shares a line with \(2(N-1)=126\) of them and receives that many pulses of \(+V/3\). From the remaining \((N-1)^2=3969\) it receives pulses of \(-V/3\).

Assume that stress of one polarity accumulates and is not undone by the other. The negative pulses last \(3969\times100\ \text{ns}=0.397\) ms per array rewrite, so a cell that they can switch survives about

\[ \frac{0.464\ \text{s}}{0.397\ \text{ms}}\approx1200 \]

rewrites. For the positive pulses the figure is about 37,000. Most of the disturb pulses on a given cell thus come from writing cells that share no line with it.

The same law shows how much the corrections matter:

- **Line resistance.** If the drive is not raised, the selected cell at 1.290 V needs about 2.5 µs to switch instead of 100 ns. If it is raised, the worst unselected cell at 0.596 V switches in 0.11 s instead of 0.46 s. That cell lies on a selected line. During this write, the cells that share no selected line, whose negative pulses set the figure of 1200, see only 0.41 to 0.47 V.
- **Switching order.** With a delay of 1 ns between groups, a cell exposed to the full 1.5 V switches after 100 such delays. At 1.0 V it takes about 200,000.
- **Device spread.** For a standard deviation of 0.1 V in switching voltage, a cell three deviations weak switches \(10^{0.3/0.15}=100\) times sooner. Its 1200 rewrites become about 12.

Heating by a cell's own current is smaller in the unselected cells. With an assumed thermal resistance of \(2\times10^6\) K/W, the selected cell warms by \(45\ \text{µW}\times2\times10^6\ \text{K/W}=90\) K. An unselected cell has one ninth of the power and warms itself by 10 K. This leaves out heat from its neighbours, which all dissipate at the same time. In 100 ns heat spreads a few tenths of a micrometre through oxide, so the neighbours matter once the pitch is that small. Treated as point sources in unbounded oxide, with no heat carried off by the metal lines or the substrate, they add about as much again at a pitch of 200 nm, several times more at 100 nm, and under 1 K at 500 nm.

**How this compares with real arrays**

The write voltage, pulse length and cell resistance are round numbers in the rough regime of hafnium-oxide resistive memory. For a 5 nm film they correspond to average fields of 3 MV/cm on the selected cell and 1 MV/cm on the others; a conducting filament makes the local field uneven. A low-resistance state of 50 kΩ is on the high side. Cells of a few kΩ would draw more current and make the line drops much worse: with every cell at 5 kΩ, the same 64 by 64 array with 100 Ω drivers would leave only 0.46 V on the selected cell and put up to 0.41 V on an unselected one. The scheme would then no longer single out the selected cell. Setting all cells to the low-resistance state makes the load heavy, but it is not the worst case for the ratio. If the other cells on the selected word line are at 1 MΩ instead, that line sags less, and with the 100 Ω drivers the ratio rises from 0.397 to 0.414. With resistive lines, the stored data do matter. The values of \(S\), the spread and the thermal resistance are assumptions, and the rewrite counts depend exponentially on \(1/S\), so read them as orders of magnitude within this model. The assumption behind the one-third result that real arrays break is that of equipotential lines. In this example, that moves the ratio from 0.333 to 0.397 when the far-corner cell is written.

So your notes are right for settled, ideal lines. In a resistive array, compare the unselected voltages with what the selected cell actually receives, not with the voltage at the driver. The numerical output below lists the main values used here.

## Numbers as computed

```
Lines per side N: 64
Write voltage: 1.50 V; pulse: 100 ns
Cell resistance: 50 kohm; film: 5 nm
Wire: 2 ohm per segment; driver: 100 ohm
Other word lines: 0.500 V; other bit lines: 1.000 V
Unselected-cell magnitude, ideal lines: 0.500 V
Least worst-case voltage, linear program: 0.5000 V
Largest network error at 0.01 ohm wires: 5.38 uV
Field, selected cell: 3.00 MV/cm
Field, unselected cell: 1.00 MV/cm
Array power, one-third scheme: 20.52 mW
Array power, half-voltage scheme: 1.463 mW
Worst unselected voltage, half-voltage scheme: 0.750 V
Disturb pulses on one cell, +V/3: 126; -V/3: 3969
Resistive wires, ideal drivers:
  selected-cell voltage: 1.4124 V
  largest unselected magnitude: 0.5351 V
  ratio of the two: 0.3788
  worst cell on selected word line: column 1
  word node there: 1.4987 V; bit node: 0.9636 V
Resistive wires, real drivers:
  selected-cell voltage: 1.2898 V
  largest unselected magnitude: 0.5123 V
  ratio of the two: 0.3972
  worst cell on selected word line: column 1
  word node there: 1.4353 V; bit node: 0.9230 V
Drive voltage restoring 1.5 V on the cell: 1.744 V
Largest unselected magnitude then: 0.5958 V
Switching time without higher drive: 2519 ns
Switched in sequence, best order peak: 1.000 V
Switched in sequence, worst order peak: 1.500 V
Assumed skew: 1 ns; law: 0.15 V per decade
Skews to switch a cell, best order: 2.15e+05
Skews to switch a cell, worst order: 100
Switching time at V/3: 0.464 s
Array rewrites to disturb, +V/3 pulses: 3.68e+04
Array rewrites to disturb, -V/3 pulses: 1169
Switching time at boosted worst cell: 0.1066 s
Switching-voltage spread: 0.10 V (one standard deviation)
Time reduction for a cell 3 deviations weak: factor 100
Assumed thermal resistance: 2.0e+06 K/W
Heating, selected cell: 90 K
Heating, unselected cell: 10 K
```
